# Does a double hysteresis loop prove that a crystal is antiferroelectric?: a program that tests the result

```python
"""
Result under test: a double polarisation loop does not identify an antiferroelectric.
Three energies are matched to the same switching fields and top polarisation:
  AFE    sum(r p^2/2 + u p^4/4) + g pa pb - E(pa+pb), two sublattices
  FIRST  a P^2/2 - b P^4/4 + c P^6/6 - E P, first-order ferroelectric above Tc
  AGED   sum(r p^2/2 + u p^4/4) - (E+Ei)pa - (E-Ei)pb, frozen internal bias Ei
E_F: forward jump field; E_B: return jump field; both on the side E > 0.
P is the mean of the local polarisations. Fields in MV/m, polarisation in C/m^2.
Loops are found by following local energy minima, independently of the fold formulas.
"""
import numpy as np
import sympy as sp
from scipy.optimize import brentq
from scipy.constants import physical_constants

pa, pb, field = sp.symbols("pa pb field", real=True)


def make_model(energy, variables):
    gradient = [sp.diff(energy, v) for v in variables]
    hessian = sp.hessian(energy, variables).tolist()
    args = (*variables, field)
    return sp.lambdify(args, gradient, "math"), sp.lambdify(args, hessian, "math")


def afe_energy(r, g, u):
    return (r*(pa**2 + pb**2)/2 + u*(pa**4 + pb**4)/4
            + g*pa*pb - field*(pa + pb))


def first_energy(a, b, c):
    return a*pa**2/2 - b*pa**4/4 + c*pa**6/6 - field*pa


def aged_energy(r, u, bias_a, bias_b):
    return (r*(pa**2 + pb**2)/2 + u*(pa**4 + pb**4)/4
            - (field + bias_a)*pa - (field + bias_b)*pb)


def cycle(model, start, emax, n=500):
    """Field path 0, +emax, -emax, +emax; a tiny kick exposes unstable states."""
    k = np.concatenate([np.arange(0, n + 1), np.arange(n - 1, -n - 1, -1),
                        np.arange(-n + 1, n + 1)])
    fields = k*emax/n
    x = np.array(start, float)
    kick = 1e-6*np.array([1.0, -1.0])[:len(x)]
    states = []
    for e in fields:
        x = x + kick
        for _ in range(5000):
            grad = np.array(model[0](*x, e), float)
            w, v = np.linalg.eigh(np.array(model[1](*x, e), float))
            step = -v @ ((v.T @ grad)/(np.abs(w) + 1e-6))
            size = np.sqrt(step @ step)
            if size > 0.02:
                step = step*0.02/size
            x = x + step
            if size < 1e-8:
                break
        else:
            raise RuntimeError("local minimum not reached")
        states.append(x.copy())
    states = np.array(states)
    return fields, states.mean(axis=1), states


def largest_jump(fields, pol, low, high):
    return fields[low + 1 + np.argmax(np.abs(np.diff(pol[low:high + 1])))]


def measured_fields(loop):
    fields, pol, _ = loop
    n = (len(fields) - 1)//5
    return np.array([largest_jump(fields, pol, 4*n, 5*n),
                     largest_jump(fields, pol, n, 2*n)])


# Derived switching fields (E_F, E_B)
def afe_fields(r, g, u):
    return np.array([2/3*(4*g - 2*r)*np.sqrt((2*g - r)/(12*u)),
                     2/3*(2*g + r)*np.sqrt((g - r)/(3*u))])


def first_fields(a, b, c):
    root = np.sqrt(9 - 20*a*c/b**2)
    p = np.sqrt(b*np.array([3 - root, 3 + root])/(10*c))
    return a*p - b*p**3 + c*p**5


def coercive(r, u):
    return 2*(-r)**1.5/(3*np.sqrt(3*u))


def aged_fields(r, u, bias):
    return np.array([bias + coercive(r, u), bias - coercive(r, u)])


# Match the three models
EF, EB, EMAX, PTOP = 10.0, 4.0, 15.0, 0.30
N = 500
STEP = EMAX/N


def ratio(pair):
    return pair[1]/pair[0]


g_red = brentq(lambda g: ratio(afe_fields(-1, g, 1)) - EB/EF, 0.5, 100)
scale = EF/afe_fields(-1, g_red, 1)[0]
p_red = brentq(lambda p: (g_red - 1)*p + p**3 - EMAX/scale, 0.1, 20)
pscale = PTOP/p_red
r1, g1, u1 = -scale/pscale, g_red*scale/pscale, scale/pscale**3

t_red = brentq(lambda t: ratio(first_fields(t, 1, 1)) - EB/EF, 0.2501, 0.4499)
scale = EF/first_fields(t_red, 1, 1)[0]
p_red = brentq(lambda p: t_red*p - p**3 + p**5 - EMAX/scale, 0.75, 20)
pscale = PTOP/p_red
a2, b2, c2 = t_red*scale/pscale, scale/pscale**3, scale/pscale**5

bias = (EF + EB)/2
scale = (EF - EB)/2/coercive(-1, 1)
p_red = np.mean([brentq(lambda p: p**3 - p - (EMAX + s*bias)/scale, 1, 20)
                 for s in (1, -1)])
pscale = PTOP/p_red
r3, u3 = -scale/pscale, scale/pscale**3

loops = {
    "AFE": cycle(make_model(afe_energy(r1, g1, u1), (pa, pb)), [.2, -.2], EMAX, N),
    "FIRST": cycle(make_model(first_energy(a2, b2, c2), (pa,)), [0.0], EMAX, N),
    "AGED": cycle(make_model(aged_energy(r3, u3, bias, -bias), (pa, pb)),
                  [.2, -.2], EMAX, N)}

local_rms = {}
for name, loop in loops.items():
    fields, pol, states = loop
    assert np.all(np.abs(measured_fields(loop) - [EF, EB]) < 1.5*STEP), name
    assert abs(pol[N] - PTOP) < 1e-6, name
    assert abs(pol[2*N]) < 1e-5, name
    assert np.max(np.abs(pol[N:3*N + 1] + pol[3*N:])) < 1e-5, name
    local_rms[name] = np.sqrt(np.mean(states[2*N]**2))
assert local_rms["FIRST"] < 1e-5
assert abs(local_rms["AFE"] - np.sqrt((g1 - r1)/u1)) < 1e-5
assert local_rms["AGED"] > 0.05

# Eliminating the staggered order leaves one variable with the same whole loop
p_corner = np.sqrt((g1 - r1)/(3*u1))


def reduced_gradient(p, e):
    if abs(p) < p_corner:
        return [(4*g1 - 2*r1)*p - 8*u1*p**3 - e]
    return [(r1 + g1)*p + u1*p**3 - e]


def reduced_hessian(p, e):
    if abs(p) < p_corner:
        return [[4*g1 - 2*r1 - 24*u1*p**2]]
    return [[r1 + g1 + 3*u1*p**2]]


reduced = cycle((reduced_gradient, reduced_hessian), [0.0], EMAX, N)
loop_difference = np.max(np.abs(reduced[1] - loops["AFE"][1]))
assert loop_difference < 1e-5

# Attainable field ratios
ratio_limit = ratio(afe_fields(-1, 1e7, 1))
assert abs(ratio_limit - 1/np.sqrt(2)) < 1e-5
assert abs(ratio(afe_fields(-1, 0.5, 1))) < 1e-12

# An antiferroelectric ground state need not give a double loop
grid = np.linspace(-2, 2, 401)
X, Y = np.meshgrid(grid, grid)
trial = -(X**2 + Y**2)/2 + (X**4 + Y**4)/4 + 0.45*X*Y
lowest = np.unravel_index(np.argmin(trial), trial.shape)
assert X[lowest]*Y[lowest] < 0 and abs(X[lowest] + Y[lowest]) < 0.011
afe_remanence = {}
for g in (0.45, 0.55):
    test = cycle(make_model(afe_energy(-1, g, 1), (pa, pb)), [1, -1], 2.0, 400)
    afe_remanence[g] = test[1][800]
assert afe_remanence[0.45] > 0.5 and abs(afe_remanence[0.55]) < 1e-5

# First-order ferroelectric: coexistence, polar stability limit, end of hysteresis
p = np.linspace(0, 1.2, 12001)
for t, polar in ((0.187, True), (0.188, False)):
    assert (p[np.argmin(t*p**2/2 - p**4/4 + p**6/6)] > 0.5) == polar
first_remanence, opening = {}, {}
for t in (0.24, 0.26, 0.42, 0.48):
    test = cycle(make_model(first_energy(t, 1, 1), (pa,)), [0.0], 0.2, 400)
    first_remanence[t] = test[1][800]
    opening[t] = np.max(np.abs(test[1][400:801][::-1] - test[1][1600:2001]))
assert first_remanence[0.24] > 0.5 and abs(first_remanence[0.26]) < 1e-5
assert opening[0.42] > 0.05 and opening[0.48] < 1e-5

# Heating: quadratic coefficient raised by ten per cent of its magnitude
hot = {
    "AFE": (cycle(make_model(afe_energy(.9*r1, g1, u1), (pa, pb)),
                  [.2, -.2], EMAX, N), afe_fields(.9*r1, g1, u1)),
    "FIRST": (cycle(make_model(first_energy(1.1*a2, b2, c2), (pa,)),
                    [0.0], EMAX, N), first_fields(1.1*a2, b2, c2)),
    "AGED": (cycle(make_model(aged_energy(.9*r3, u3, bias, -bias), (pa, pb)),
                   [.2, -.2], EMAX, N), aged_fields(.9*r3, u3, bias))}
for name, (loop, formula) in hot.items():
    assert np.all(np.abs(measured_fields(loop) - formula) < 1.5*STEP), name
    change = measured_fields(loop) - measured_fields(loops[name])
    assert change[1] > 0 and (change[0] > 0) == (name == "FIRST"), name

# Removing the bias, and aging in a poled state
fresh = cycle(make_model(aged_energy(r3, u3, 0, 0), (pa, pb)), [.2, -.2], EMAX, N)
fresh_up = largest_jump(fresh[0], fresh[1], 3*N, 5*N)
fresh_down = largest_jump(fresh[0], fresh[1], N, 3*N)
assert abs(fresh_up - coercive(r3, u3)) < 1.5*STEP
assert abs(fresh_down + coercive(r3, u3)) < 1.5*STEP
assert abs(fresh[1][2*N] - np.sqrt(-r3/u3)) < 1e-5
poled = cycle(make_model(aged_energy(r3, u3, bias, bias), (pa, pb)),
              [.2, .2], EMAX, N)
poled_up = largest_jump(poled[0], poled[1], 3*N, 5*N)
poled_down = largest_jump(poled[0], poled[1], N, 3*N)
assert abs(poled_up + EB) < 1.5*STEP and abs(poled_down + EF) < 1.5*STEP

# Zone-boundary intensity of broad domains, relative to perfect cell alternation
lengths = np.random.default_rng(4).integers(20, 61, size=100)
domains = np.repeat((-1)**np.arange(100), lengths)
alternation = (-1)**np.arange(len(domains))
superlattice = np.mean(domains*alternation)**2
assert superlattice < 1e-3

au_field = physical_constants["atomic unit of electric field"][0]
print(f"Target E_F, E_B, maximum field: {EF:.1f}, {EB:.1f}, {EMAX:.1f} MV/m")
print(f"Target E_F, E_B: {EF*1e6/au_field:.3e}, {EB*1e6/au_field:.3e} atomic units")
print(f"Target P at maximum field: {PTOP:.2f} C/m^2; field step {STEP:.3f} MV/m")
print(f"AFE g/|r|: {g_red:.4f}; FIRST t=ac/b^2: {t_red:.4f} (dimensionless)")
print(f"AFE r, g: {r1:.3f}, {g1:.3f} MV m/C; u: {u1:.2f} MV m^5/C^3")
print(f"FIRST a: {a2:.3f} MV m/C; b: {b2:.2f} MV m^5/C^3; c: {c2:.1f} MV m^9/C^5")
print(f"AGED r: {r3:.3f} MV m/C; u: {u3:.2f} MV m^5/C^3")
print(f"AGED internal bias, coercive field: {bias:.2f}, {coercive(r3,u3):.2f} MV/m")
for name, loop in loops.items():
    fields, pol, states = loop
    ef, eb = measured_fields(loop)
    area = abs(np.sum((pol[N:-1] + pol[N+1:])*np.diff(fields[N:]))/2)
    print(f"{name} loop E_F, E_B: {ef:.2f}, {eb:.2f} MV/m")
    print(f"{name} |remanence|: {abs(pol[2*N]):.5f} C/m^2; area: {area:.3f} MJ/m^3")
    print(f"{name} P at {fields[4*N+200]:.1f} MV/m, rising, falling: "
          f"{pol[4*N+200]:.4f}, {pol[2*N-200]:.4f} C/m^2")
    print(f"{name} zero-field local rms polarisation: {local_rms[name]:.4f} C/m^2")
    ef, eb = measured_fields(hot[name][0])
    print(f"{name} heated E_F, E_B: {ef:.2f}, {eb:.2f} MV/m")
print(f"AFE versus reduced loop, largest difference: {loop_difference:.1e} C/m^2")
print(f"AFE upper limit of E_B/E_F: {ratio_limit:.4f}")
for g, value in afe_remanence.items():
    print(f"AFE g/|r|={g:.2f}, reduced remanence: {abs(value):.4f}")
for t in first_remanence:
    print(f"FIRST t={t:.2f}, reduced remanence, branch opening: "
          f"{abs(first_remanence[t]):.4f}, {opening[t]:.4f}")
span = 10.0
above = [(t/(3/16) - 1)*span for t in (1/4, t_red, 9/20)]
print(f"FIRST chosen Tc-T0: {span:.1f} K")
print(f"FIRST window start, example, end above Tc: "
      f"{above[0]:.2f}, {above[1]:.2f}, {above[2]:.2f} K")
print(f"De-aged jumps up, down: {fresh_up:.2f}, {fresh_down:.2f} MV/m")
print(f"De-aged remanence: {fresh[1][2*N]:.4f} C/m^2")
print(f"Poled-aged jumps up, down: {poled_up:.2f}, {poled_down:.2f} MV/m")
print(f"Domain chain: {len(domains)} cells, {len(lengths)} domains")
print(f"Domain zone-boundary intensity / alternating chain: {superlattice:.2e}")
print("success")
```

Printed output:

```
Target E_F, E_B, maximum field: 10.0, 4.0, 15.0 MV/m
Target E_F, E_B: 1.945e-05, 7.779e-06 atomic units
Target P at maximum field: 0.30 C/m^2; field step 0.030 MV/m
AFE g/|r|: 1.5269; FIRST t=ac/b^2: 0.2856 (dimensionless)
AFE r, g: -16.679, 25.467 MV m/C; u: 457.91 MV m^5/C^3
FIRST a: 133.693 MV m/C; b: 3988.54 MV m^5/C^3; c: 33984.6 MV m^9/C^5
AGED r: -38.687 MV m/C; u: 953.14 MV m^5/C^3
AGED internal bias, coercive field: 7.00, 3.00 MV/m
AFE loop E_F, E_B: 10.02, 3.99 MV/m
AFE |remanence|: 0.00000 C/m^2; area: 1.933 MJ/m^3
AFE P at 6.0 MV/m, rising, falling: 0.0472, 0.2088 C/m^2
AFE zero-field local rms polarisation: 0.3034 C/m^2
AFE heated E_F, E_B: 9.66, 4.11 MV/m
FIRST loop E_F, E_B: 10.02, 3.99 MV/m
FIRST |remanence|: 0.00000 C/m^2; area: 2.523 MJ/m^3
FIRST P at 6.0 MV/m, rising, falling: 0.0481, 0.2677 C/m^2
FIRST zero-field local rms polarisation: 0.0000 C/m^2
FIRST heated E_F, E_B: 11.64, 7.14 MV/m
AGED loop E_F, E_B: 10.02, 3.99 MV/m
AGED |remanence|: 0.00000 C/m^2; area: 2.355 MJ/m^3
AGED P at 6.0 MV/m, rising, falling: 0.0407, 0.2409 C/m^2
AGED zero-field local rms polarisation: 0.2620 C/m^2
AGED heated E_F, E_B: 9.57, 4.41 MV/m
AFE versus reduced loop, largest difference: 2.3e-15 C/m^2
AFE upper limit of E_B/E_F: 0.7071
AFE g/|r|=0.45, reduced remanence: 0.7416
AFE g/|r|=0.55, reduced remanence: 0.0000
FIRST t=0.24, reduced remanence, branch opening: 0.7746, 1.5492
FIRST t=0.26, reduced remanence, branch opening: 0.0000, 0.7142
FIRST t=0.42, reduced remanence, branch opening: 0.0000, 0.2486
FIRST t=0.48, reduced remanence, branch opening: 0.0000, 0.0000
FIRST chosen Tc-T0: 10.0 K
FIRST window start, example, end above Tc: 3.33, 5.23, 14.00 K
De-aged jumps up, down: 3.03, -3.03 MV/m
De-aged remanence: 0.2015 C/m^2
Poled-aged jumps up, down: -3.99, -10.02 MV/m
Domain chain: 4207 cells, 100 domains
Domain zone-boundary intensity / alternating chain: 1.41e-06
success
```
